# Why Two Equal Supported Particles Become Unequal by Exchanging Atoms

In the early cycles of atomic layer deposition of a metal on an oxide, the metal often gathers into separate particles a few nanometres across. Take two of these, equal in size, in the pause between precursor pulses. No metal arrives or leaves, but atoms can detach from one particle, wander over the oxide and join the other. The two particles have the same chemical potential, so there is no net flow. Why should this balanced state not last?

Balance shows that the free energy is stationary, and a stationary point may be a minimum or a maximum. What decides is how the cost of adding an atom changes as a particle grows. A model with two spherical caps answers the question, and shows when the answer changes.

## The cost of adding an atom

Let a particle have volume $V$, atomic volume $\Omega$ and $N=V/\Omega$ atoms. Its surface energy per area $\gamma$ is taken to be isotropic and independent of size. Energies are measured from the same number of atoms in the bulk solid, so only interfaces contribute.

A cap of base radius $b$ and height $h$ has curved area $\pi(b^2+h^2)$ and base area $\pi b^2$. Covering the oxide replaces bare oxide by metal–oxide interface, which by Young's equation changes the energy per area by $-\gamma\cos\theta$, where $\theta$ is the equilibrium contact angle. With $c=\cos\theta$,

$$E=\pi\gamma\left[(1-c)b^2+h^2\right],\qquad V=\frac{\pi h}{6}(3b^2+h^2).$$

The volume equation gives $b^2=2V/(\pi h)-h^2/3$. Substituting it,

$$E=\pi\gamma\left[\frac{2V(1-c)}{\pi h}+\frac{(2+c)h^2}{3}\right].$$

Both terms are convex in $h$, so the point where $dE/dh=0$ is the minimum:

$$\frac{2V(1-c)}{\pi h^2}=\frac{2(2+c)h}{3}
\quad\Rightarrow\quad V=\frac{\pi(2+c)}{3(1-c)}\,h^3 .$$

A cap cut from a sphere of radius $R$ at contact angle $\theta$ has $h=R(1-c)$ and $V=\frac{\pi}{3}R^3(1-c)^2(2+c)$, which satisfies this condition. The relaxed particle is therefore that cap. At the minimum the first term in $E$ is twice the second, so the energy is

$$f=\pi\gamma(2+c)h^2=\pi\gamma R^2(1-c)^2(2+c)=\frac{3\gamma V}{R}.$$

At fixed $\theta$, $V\propto R^3$, so $f\propto R^2\propto N^{2/3}$. Differentiating this power law gives the Gibbs–Thomson relation,

$$\mu=\frac{df}{dN}=\frac{2f}{3N}=\frac{2\gamma\Omega}{R}.$$

The contact angle has dropped out. It affects how many atoms a particle of given $R$ contains, but not its chemical potential at that $R$. Since $\mu\propto N^{-1/3}$,

$$\frac{d\mu}{dN}=-\frac{\mu}{3N}<0.$$

An added atom raises the interface energy of either particle, but it raises that of the larger one by less.

## Equal sizes are a maximum

Let the particles have $N_1=N_0+d$ and $N_2=N_0-d$ atoms, so that their sum is conserved. The total energy is $F(d)=f(N_0+d)+f(N_0-d)$, with slope

$$F'(d)=\mu(N_0+d)-\mu(N_0-d).$$

The slope vanishes at $d=0$. For $0<d<N_0$ it is negative, because the larger particle has the lower $\mu$. Near equality, with $\mu_0=\mu(N_0)$,

$$F(d)\simeq F(0)-\frac{\mu_0}{3N_0}\,d^2 .$$

Equal sizes are thus the top of a hill, and the descent continues until one particle holds all $2N_0$ atoms. Its radius is $2^{1/3}R_0$. Since $f(N_0)=\frac32\mu_0N_0$, the energy released is

$$2f(N_0)-f(2N_0)=(2-2^{2/3})\,\tfrac32\mu_0N_0 .$$

For an example, take rough values for platinum on an oxide: $\gamma=2.5$ J/m², or 15.60 eV/nm², and a face-centred cubic lattice constant $a=0.392$ nm, so $\Omega=a^3/4=0.01506$ nm³. Let $\theta=110^\circ$, $R_0=2$ nm and $T=573$ K. The cap volume divided by $\Omega$ gives $N_0=1661$, and

$$\mu_0=\frac{2(15.60)(0.01506)}{2}\ \text{eV}=0.235\ \text{eV}.$$

Each particle has an interface energy of 585.5 eV. Merging releases $0.4126\times585.5=241.6$ eV and leaves one particle of radius 2.52 nm.

## When the same law gives stability

It is tempting to say that the instability follows simply because $\mu$ decreases with $R$. That is incomplete: $R$ must also increase when atoms are added. Suppose the contact line is pinned, for instance at a chemical boundary on the oxide, so that $b$ is fixed and the contact angle can change. The base energy is then constant, and

$$\frac{dE}{dh}=2\pi\gamma h,\qquad \frac{dV}{dh}=\frac{\pi}{2}(b^2+h^2).$$

Dividing the first by the second and multiplying by $\Omega$,

$$\mu=\frac{4\gamma\Omega h}{b^2+h^2}=\frac{2\gamma\Omega}{R},\qquad R=\frac{b^2+h^2}{2h},$$

where the expression for $R$ follows from $(R-h)^2+b^2=R^2$. The Gibbs–Thomson relation is unchanged. Its derivative with respect to $N$ is

$$\frac{d\mu}{dN}=\Omega\,\frac{d\mu/dh}{dV/dh}
=\frac{8\gamma\Omega^2}{\pi}\,\frac{b^2-h^2}{(b^2+h^2)^3}.$$

For $h<b$, a contact angle below $90^\circ$, this is positive. Adding atoms to a flat cap makes it bulge, which reduces $R$ and raises $\mu$. Two identical pinned caps of this kind return to equality after a small disturbance. Above the hemisphere the sign reverses and the instability comes back.

With $b=2$ nm and the same $\gamma$ and $\Omega$, the derivative is $+158$ µeV per atom at $60^\circ$ and $-18$ µeV per atom at $120^\circ$. These two caps have the same radius of curvature, $R=b/\sin\theta$, and hence the same $\mu$. Stability depends on the change of $\mu$ with atom number, not on $\mu$ itself. The free cap of the main example has $-\mu_0/(3N_0)=-47$ µeV per atom.

## Atoms in transit

Some atoms are on the oxide at any moment, so the number in the two particles together is not strictly conserved. Let this pool hold $N_a$ atoms and behave as a dilute ideal gas, with chemical potential $kT\ln N_a$ plus a constant. The second derivative of its free energy is $kT/N_a$. If the particles gain $n_1$ and $n_2$ atoms from the pool, the second-order energy change is

$$\Delta F=\frac{f''}{2}(n_1^2+n_2^2)+\frac{kT}{2N_a}(n_1+n_2)^2,$$

with $f''=-\mu_0/(3N_0)$. For $n_1=-n_2=d$ the pool term vanishes and $\Delta F=f''d^2<0$. The pool cannot cure the instability towards unequal sizes.

It does matter when both particles grow or shrink together. For $n_1=n_2=n$, $\Delta F=(f''+2kT/N_a)n^2$, which is positive if $N_a<2kT/|f''|$. In the example $kT=0.0494$ eV, and the limit is about 2100 atoms. Below it, the one unstable motion is transfer from one particle to the other. The rest of the calculation assumes a pool much smaller than this.

## How fast a difference grows

The energy gives the direction of change but not its speed. Dilute adatoms in equilibrium with a particle have a density proportional to $e^{\mu/kT}$. If the transfer is driven by the difference between two such densities,

$$\frac{dN_1}{dt}=JK\left[e^{x_2-x_0}-e^{x_1-x_0}\right],\qquad x_i=\frac{\mu_i}{kT},\quad x_0=\frac{\mu_0}{kT}.$$

Here $J$ is the number of atoms per second that leave one particle and reach the other when the sizes are equal. The factor $K$ describes how the ease of transfer depends on the two sizes. It equals 1 at equality and is unchanged when the particles are swapped.

For small $d$, the power law gives $x_1\simeq x_0[1-d/(3N_0)]$ and $x_2\simeq x_0[1+d/(3N_0)]$. The bracket is then $x_2-x_1=2x_0d/(3N_0)$ to first order. By symmetry $K$ differs from 1 by terms of order $d^2$, which do not matter here. Since $dN_1/dt=dd/dt$,

$$\frac{dd}{dt}=\frac{d}{\tau},\qquad \tau=\frac{3N_0}{2Jx_0}.$$

The expansion requires a small difference between $x_1$ and $x_2$, not a small $x_0$. In the example $x_0=4.76$, so the adatom density in equilibrium with a particle is $e^{x_0}=117$ times that for the bulk. The linear estimate $1+x_0$ would give 5.8.

To set a clock, assume $J=1$ atom/s, a round value and not an estimate for platinum. Then

$$\tau=\frac{3(1661)}{2(1)(4.759)}\ \text{s}\approx 524\ \text{s}.$$

Start with 50 atoms moved from one particle to the other. The radii are 2.020 and 1.980 nm, and the smaller particle has the higher $\mu$ by 4.7 meV. Numerical integration of the full rate equation with $K=1$ gives:

| Time | $d$, full equation | $d$, exponential law | Radii (nm) |
|---|---:|---:|---:|
| 0 | 50 | 50 | 2.020, 1.980 |
| $\tau$ | 137 | 136 | 2.053, 1.944 |
| $2\tau$ | 390 | 369 | 2.146, 1.829 |

The full equation runs ahead of the exponential, for a reason visible in its form. With $D=x_2-x_1$ and $m=(x_1+x_2)/2-x_0$, the bracket equals $2e^m\sinh(D/2)$. The function $N^{-1/3}$ is convex, so $m\ge0$. Its expansion about $N_0$ adds only positive odd terms to $D$, so $D\ge2x_0d/(3N_0)$ for $d>0$. Finally, $2\sinh(D/2)\ge D$. All three effects speed up the transfer.

The smaller particle is down to a tenth of $N_0$ after 1430 s, or $2.73\tau$. The equation then needs only 0.15 s more to reduce it to one atom. A continuum cap is not a reliable description of the last few atoms, but this stage hardly affects the total time.

## Which particle wins

The rate equation leaves out the scatter, and it follows the mean closely only while the scatter is small compared with $d$ or the equation is still linear. Starting from $d=50$, the mean of the atom-by-atom exchange at $2\tau$ is about 410, not 390. Atoms move singly and at random, which both disturbs a perfectly equal pair and can reverse a small initial difference.

Near equality $d$ rises by one at a rate close to $J$ and falls by one at a rate close to $J$. The slight imbalance between these rates produces the drift $d/\tau$. Each jump adds 1 to the mean square through its own size, so the variance $v$ of $d$ obeys

$$\frac{dv}{dt}=\frac{2v}{\tau}+2J,\qquad v=J\tau\left(e^{2t/\tau}-1\right),$$

for a definite starting value $d_0$. The mean is $d_0e^{t/\tau}$. After a few $\tau$, mean and standard deviation grow at the same rate, and their ratio settles at $d_0/s$, where

$$s=\sqrt{J\tau}=\sqrt{\frac{3N_0}{2x_0}} .$$

Many small jumps contribute, so $d$ is nearly Gaussian in this linear regime. The initially larger particle wins with probability $\Phi(d_0/s)$, where $\Phi$ is the cumulative normal distribution. The scale $s$ does not depend on $J$. Inserting $d=s$ in the quadratic energy gives a fall of $\mu_0s^2/(3N_0)=kT/2$, so the noise prevails while the descent is smaller than about the thermal energy.

Here $s=23$ atoms, 1.4% of $N_0$. The larger particle wins with probability 0.67 for $d_0=10$, 0.81 for $d_0=20$ and 0.986 for $d_0=50$, where the two atom numbers differ by $2d_0$. Solving the atom-by-atom exchange numerically, with victory declared when $d$ reaches 80% of $N_0$, gives the same figures to this accuracy. A small difference is therefore amplified on average, but only a $d_0$ well above $s$ reliably identifies the survivor.

## What a real particle changes

The radius and temperature are in the range of platinum particles made by atomic layer deposition, and the material values are rough. Adsorbed gas can change $\gamma$. The weakest number is $J$: the time $\tau$ is inversely proportional to it, so 524 s is not a prediction for a real sample. If each atom at the particle's edge tries to leave about $10^{13}$ times per second, $J=1$ atom/s at 573 K requires a barrier of at most about 1.7 eV, and less if many of the atoms that leave return to the same particle. Moving a bare platinum atom from a particle to an oxide usually costs much more, so exchange by bare atoms would be far slower than assumed here. A rate like this would need a more mobile species, such as oxidised platinum. The model also omits migration of whole particles, their coalescence on contact and transport of metal through the gas.

Two corrections to the energy are small for the values assumed here. If all interface energies vary together as $1-2\ell/R$, the extra energy is proportional to $N^{1/3}$. The second derivatives of $N^{2/3}$ and $N^{1/3}$ both carry the factor $-2/9$, so $f''$ is multiplied by $1-2\ell/R_0$. An assumed $\ell=0.05$ nm weakens it by 5%. The sign of $\ell$ is not fixed by this argument: the extra energy of a crystal's edges corresponds to a negative $\ell$, which strengthens $f''$. A contact-line energy also varies as $N^{1/3}$; a rough 0.1 eV/nm strengthens $f''$ by 0.2%, and 1 eV/nm, the size of the step energy used below, by 2%.

Facets matter far more. A crystal with flat faces may have to start a new atomic layer before it can grow. Let the layer be a disc of radius $r$, with edge energy $\beta$ per length and area $s_a=\sqrt3a^2/4=0.0665$ nm² per atom on a close-packed face. Its atoms come from a supply at $\mu_0$ above the bulk, so

$$G(r)=2\pi\beta r-\frac{\pi r^2\mu_0}{s_a}.$$

Setting $dG/dr=0$ gives $r^*=\beta s_a/\mu_0$ and a barrier $G^*=\pi\beta^2s_a/\mu_0$. For a rough $\beta=1$ eV/nm, $r^*=0.28$ nm and $G^*=0.89$ eV, or $18kT$. The critical disc has about four atoms, so a continuous edge is a crude picture and the barrier is an order-of-magnitude guide; counting broken bonds on the close-packed lattice with the same $\beta$ gives about 1.1 eV. This $\beta$ may also be low: $G$ returns to zero at $2r^*=0.57$ nm, whereas a complete layer on a facet of radius 1.3 nm, typical of a crystal of this size, is in balance at $\mu_0$ only for $\beta\approx2.2$ eV/nm, where $G^*\approx4.4$ eV.

The corresponding factor $e^{-G^*/kT}$ is $1.5\times10^{-8}$. If all of it applied to the growth rate, 524 s would become about a thousand years. This figure only illustrates how strong the effect can be, because the barrier varies as $\beta^2$ and sits in an exponent: $\beta=0.8$ eV/nm would give about two years, and 1.2 eV/nm about three million. Rough surface regions or defects that supply steps would avoid some or all of this delay. The energy still favours one large particle over two equal ones, but a faceted pair may remain equal for a long time because it lacks an easy path downhill.
